\section*{Edge energy of a square crystal from counting broken bonds}

\section*{The setting}

When a thin crystalline film dewets, it breaks up into islands, and the energy of an island's edge depends on the direction in which the edge runs. This problem finds that dependence for a simple crystal and then asks what shape the island prefers.

Atoms sit at the points $a(i,j)$ of a square lattice, with $i,j$ integers and $a$ the lattice spacing. Each pair of nearest neighbours forms a bond that lowers the energy by $\varepsilon>0$. Until part (f) there are no other interactions, the atoms stay at their lattice points, and the temperature is zero.

A straight edge is made by drawing a line and keeping all atoms on one side of it. The line passes through no atom. Its outward unit normal and its unit tangent are
\begin{equation}
\mathbf n=(\cos\theta,\sin\theta),\qquad \mathbf t=(-\sin\theta,\cos\theta).
\end{equation}
At $\theta=0$ the normal points along $x$ and the edge runs along $y$.

The numerical example is an island one atomic layer high on the (001) face of a face-centred cubic metal, where the atoms of a layer form a square array. The spacing $a=0.25$ nm is close to that of nickel or copper, and $\varepsilon=0.30$ eV is an assumed round value. An island atom rests on four atoms of the layer below wherever it sits in the island, so in this model those bonds do not depend on the shape and drop out of the edge energy.

\section*{(a) What does one broken bond cost?}

A crystal has $N$ atoms and $B$ intact bonds. Call each missing neighbour of an atom a dangling end, and let $D$ be their number. Express the energy through $N$ and $D$, and identify the part due to the edges.

\subsection*{Solution}

Each atom has four bond ends. An end either belongs to an intact bond, which uses two ends, or dangles. Counting all ends gives
\begin{equation}
4N=2B+D,\qquad\text{so}\qquad B=2N-\frac D2 .
\end{equation}
The energy is therefore
\begin{equation}
E=-\varepsilon B=-2\varepsilon N+\frac{\varepsilon}{2}D .
\label{eq:energy}
\end{equation}
An atom deep inside a large crystal contributes $-2\varepsilon$: it has four bonds and shares each with a neighbour. The first term is thus the energy of $N$ bulk atoms, and the second is the excess due to the edges. One dangling end costs $\varepsilon/2=0.15$ eV.

The factor one half can also be seen by cutting an infinite crystal in two. Breaking a bond costs $\varepsilon$, but it leaves one dangling end on each of the two new edges, and each edge carries half the cost.

\section*{(b) How many bonds does the edge cut?}

Take a segment of the edge of length $L$. Find the numbers $N_h$ of horizontal and $N_v$ of vertical bonds that it cuts, and bound the error of your result.

\subsection*{Solution}

Consider first the horizontal bonds. They lie in the rows $y=ja$. The line obeys $x\cos\theta+y\sin\theta=c$ with some constant $c$. If $\cos\theta\neq0$, it meets row $j$ at the single point
\begin{equation}
x_j=\frac{c-ja\sin\theta}{\cos\theta}.
\end{equation}
Since the line avoids the atoms, this point lies between two neighbouring atoms of the row, and one horizontal bond is cut there. The number of horizontal bonds cut is therefore the number of rows that the segment crosses.

The ends of the segment differ by the vector $L\mathbf t=(-L\sin\theta,\,L\cos\theta)$, so the segment spans a height $L|\cos\theta|$. The absolute value appears because a span is positive whether the segment runs up or down. Rows are spaced by $a$. An interval of height $H$, with one of its two end points included, contains a number of rows that differs from $H/a$ by less than one. Hence
\begin{equation}
\left|N_h-\frac{L|\cos\theta|}{a}\right|<1 .
\label{eq:nh}
\end{equation}
If $\cos\theta=0$, the line is parallel to the rows and cuts no horizontal bond, in agreement with this formula.

The vertical bonds lie in the columns $x=ia$. The segment has width $L|\sin\theta|$, and the same argument gives
\begin{equation}
\left|N_v-\frac{L|\sin\theta|}{a}\right|<1 .
\label{eq:nv}
\end{equation}

\section*{(c) The energy per length}

Find the edge energy per unit length $\gamma(\theta)$ for a long edge. How large is the error for finite $L$? Evaluate the result for the example.

\subsection*{Solution}

Each cut bond leaves one dangling end on the crystal that is kept, at a cost of $\varepsilon/2$. The energy per length of the segment is
\begin{equation}
\frac{\varepsilon}{2}\,\frac{N_h+N_v}{L}.
\end{equation}
Inserting the counts from part (b) and letting $L$ grow gives
\begin{equation}
\gamma(\theta)=\gamma_0\bigl(|\cos\theta|+|\sin\theta|\bigr),
\qquad \gamma_0=\frac{\varepsilon}{2a}.
\label{eq:gamma}
\end{equation}
For finite $L$ the two counts together are off by less than two bonds, so the energy per length is off by less than $(\varepsilon/2)(2/L)=\varepsilon/L$.

If $\theta$ is measured to the tangent instead of the normal, it changes by $90^\circ$. Sine and cosine then trade places up to signs, and the law keeps its form.

At $\theta=0$ one bond is cut per length $a$, and $\gamma=\gamma_0$. At $45^\circ$ both terms equal $1/\sqrt2$, and $\gamma=\sqrt2\,\gamma_0$. This is the maximum, because $(|\cos\theta|+|\sin\theta|)^2=1+|\sin2\theta|\le2$. The same identity shows that the minimum is $\gamma_0$, reached when the edge runs along a lattice axis.

For the example,
\begin{equation}
\gamma_0=\frac{0.30\ \text{eV}}{2\times0.25\ \text{nm}}=0.600\ \text{eV/nm}=96.1\ \text{pJ/m}.
\end{equation}
The cut bonds were also counted one by one on a segment of 50 nm:

\begin{center}
\begin{tabular}{ccccc}
$\theta$ & $N_h$ & $N_v$ & counted (eV/nm) & formula (eV/nm)\\
$0^\circ$ & 200 & 0 & 0.6000 & 0.6000\\
$15^\circ$ & 193 & 52 & 0.7350 & 0.7348\\
$30^\circ$ & 173 & 100 & 0.8190 & 0.8196\\
$45^\circ$ & 141 & 142 & 0.8490 & 0.8485
\end{tabular}
\end{center}

At $30^\circ$, for instance, the count gives $0.15\times273/50=0.8190$ eV/nm. All differences are below the bound $\varepsilon/L=0.0060$ eV/nm.

\section*{(d) What happens near a lattice direction?}

Expand $\gamma$ for small $\theta$ of either sign. Explain the result by looking at the atoms of a slightly tilted edge.

\subsection*{Solution}

For small $\theta$ we have $\cos\theta\approx1-\theta^2/2$ and $|\sin\theta|\approx|\theta|$, so
\begin{equation}
\gamma(\theta)=\gamma_0\left(1+|\theta|-\frac{\theta^2}{2}+\dots\right).
\label{eq:cusp}
\end{equation}
The slope is $+\gamma_0$ on the right of $\theta=0$ and $-\gamma_0$ on the left. The energy has a cusp there, with a slope jump of $2\gamma_0$.

A slightly tilted edge consists of straight pieces along $y$ joined by kinks, where the edge shifts sideways by one atom. Let there be one kink every $m$ rows. One period has length $a\sqrt{m^2+1}$ and carries $m$ horizontal dangling ends and one vertical one, which belongs to the kink. Therefore
\begin{equation}
\gamma=\frac{\varepsilon}{2a}\,\frac{m+1}{\sqrt{m^2+1}} .
\end{equation}
Since $|\tan\theta|=1/m$, we have $\cos\theta=m/\sqrt{m^2+1}$ and $|\sin\theta|=1/\sqrt{m^2+1}$, and this is the law (\ref{eq:gamma}). A kink costs $\varepsilon/2$ whichever way the edge tilts, and the number of kinks grows as $|\theta|$. That is the origin of the cusp.

For $m=20$ the tilt is $2.862^\circ$, or $0.050$ rad. By (\ref{eq:cusp}) the mean slope between zero and this tilt is $\gamma_0(1-\theta/2)=0.975\,\gamma_0$. Direct counts give $+0.975\,\gamma_0$ and $-0.975\,\gamma_0$ for the two signs of the tilt.

\section*{(e) Which island shape is cheapest?}

An island of $N$ atoms occupies $w$ columns and $h$ rows. Find a lower bound on its edge energy that depends on $N$ alone, and the shape that reaches it. Then compare a round island of radius $R=10$ nm with a square one of equal area.

\subsection*{Solution}

Every occupied row has a leftmost atom with no left neighbour and a rightmost atom with no right neighbour. That makes at least two dangling ends per occupied row and, likewise, two per occupied column:
\begin{equation}
D\ge2(w+h).
\end{equation}
The atoms sit where occupied rows and columns meet, so $N\le wh$. From $(\sqrt w-\sqrt h)^2\ge0$ we have $w+h\ge2\sqrt{wh}$. Together,
\begin{equation}
D\ge2(w+h)\ge4\sqrt{wh}\ge4\sqrt N .
\label{eq:bound}
\end{equation}
Equality needs $w=h$, an atom at every meeting point, and no gaps between the occupied rows or columns, since a gap would add dangling ends. The shape is then a full square, which exists if $N$ is a square number. For other $N$ the bound is not reached. An enumeration of all 13\,702 connected clusters of one to nine atoms confirms the bound; for $N=4$ and $N=9$ a single cluster attains it.

For the round island, an arc element has length $R\,d\theta$, where $\theta$ is the direction of its normal. The integral of $|\cos\theta|$ over a full turn is 4, and so is that of $|\sin\theta|$. Thus
\begin{equation}
E_{\rm round}=\gamma_0R\int_0^{2\pi}\bigl(|\cos\theta|+|\sin\theta|\bigr)d\theta=8R\gamma_0 .
\end{equation}
A square of the same area $\pi R^2$ has side $\sqrt\pi\,R$. With its sides along the lattice axes it costs
\begin{equation}
E_{\rm square}=4\sqrt\pi\,R\,\gamma_0,\qquad
\frac{E_{\rm round}}{E_{\rm square}}=\frac{2}{\sqrt\pi}\approx1.128 .
\end{equation}
The ratio does not depend on $a$, $\varepsilon$ or $R$.

For $R=10$ nm, $E_{\rm round}=8\times10\times0.600=48.0$ eV. The square has side 17.72 nm and costs $4\times17.72\times0.600\approx42.5$ eV. At fixed area, about 5.5 eV is released when the round island becomes square.

An atom-by-atom count agrees. A disc centred in the middle of a lattice cell holds 5024 atoms and has 320 dangling ends, which cost $320\times0.15=48.0$ eV. The nearest full square, $71\times71$ atoms, has $4\times71=284$ dangling ends and costs 42.6 eV, although it holds 17 atoms more.

The law (\ref{eq:gamma}) also shows why a rounded corner is no cheaper than a stepped one. A segment with extents $|\Delta x|=L|\sin\theta|$ and $|\Delta y|=L|\cos\theta|$ costs
\begin{equation}
\gamma L=\gamma_0\bigl(|\Delta x|+|\Delta y|\bigr).
\end{equation}
Along an edge that never turns back in $x$ or in $y$, the extents add up to the same totals whatever the path. All such staircases between two given points have equal energy. What the square gains is area: it fills the corners of its bounding box at no extra cost.

\section*{(f) What do diagonal bonds change?}

Let atoms at distance $\sqrt2\,a$ also attract, with bond energy $\varepsilon_2$. Find the addition to $\gamma(\theta)$ and its size for $\varepsilon_2=0.1\,\varepsilon$.

\subsection*{Solution}

Bonds along $(1,1)$ lie on parallel lines of atoms spaced by $a/\sqrt2$. The edge cuts one such bond on each line it crosses. Perpendicular to these lines the segment extends over
\begin{equation}
L\left|\mathbf t\cdot\frac{(1,-1)}{\sqrt2}\right|=\frac{L}{\sqrt2}\,|\cos\theta+\sin\theta| .
\end{equation}
Dividing by $a/\sqrt2$ gives $L|\cos\theta+\sin\theta|/a$ cut bonds. The bonds along $(1,-1)$ give $L|\cos\theta-\sin\theta|/a$ in the same way. For any real $u,v$ one has $|u+v|+|u-v|=2\max(|u|,|v|)$. With a cost $\varepsilon_2/2$ per cut bond and edge,
\begin{equation}
\Delta\gamma=\frac{\varepsilon_2}{a}\max\bigl(|\cos\theta|,|\sin\theta|\bigr).
\end{equation}

The strength $\varepsilon_2=0.030$ eV is an illustration, not a value computed for a metal. It adds $0.030/0.25=0.120$ eV/nm at $0^\circ$, which is 20\% of $\gamma_0$, and 0.085 eV/nm at $45^\circ$, which is 10\% of the value there. The ratio $\gamma(45^\circ)/\gamma(0)$ falls from 1.414 to 1.296. The maximum function also has a corner at $45^\circ$, where the nearest-neighbour part is flat, so the diagonal edge acquires a cusp of its own.

\section*{(g) What does temperature change?}

Return to nearest-neighbour bonds and set $T=500$ K, as in an anneal. Estimate the free energy per length at $\theta=0$ and at $45^\circ$. Does the cusp at $\theta=0$ survive?

\subsection*{Solution}

\textbf{The edge along a lattice axis.} Let each row end at some integer position, and let $k$ be the shift of this position from one row to the next. Each row has one horizontal dangling end, and a shift exposes $|k|$ vertical ones. The cost per row is $(\varepsilon/2)(1+|k|)$. Overhangs are left out. With $x=e^{-\varepsilon/(2k_BT)}$, the sum over shifts is a geometric series:
\begin{equation}
\sum_{k=-\infty}^{\infty}x^{|k|}=1+\frac{2x}{1-x}=\frac{1+x}{1-x}.
\end{equation}
Shifts of either sign are equally likely, so the mean direction stays at $\theta=0$. The free energy per length is
\begin{equation}
f(0)=\gamma_0-\frac{k_BT}{a}\ln\frac{1+x}{1-x}.
\end{equation}
Here $k_BT=0.0431$ eV and $x=0.0308$. The lowering is 0.011 eV/nm, or 1.8\% of $\gamma_0$. A shift is absent with probability $(1-x)/(1+x)$, so it is present with probability $2x/(1+x)=0.060$. Shifts are $0.25/0.060\approx4.2$ nm apart on average, less than the side of the island in part (e).

\textbf{The diagonal edge.} A staircase with $M$ steps along each axis has length $\sqrt2\,Ma$ from end to end. By part (e) all $\binom{2M}{M}$ orderings of the steps have equal energy. This number is the largest of the $2M+1$ binomial coefficients whose sum is $2^{2M}=4^M$, so
\begin{equation}
\frac{4^M}{2M+1}\le\binom{2M}{M}\le4^M .
\end{equation}
Its logarithm divided by $M$ tends to $2\ln2$, because $\ln(2M+1)/M\to0$. Hence
\begin{equation}
f(45^\circ)=\sqrt2\,\gamma_0-\frac{2k_BT\ln2}{\sqrt2\,a}
=\sqrt2\,\gamma_0-\frac{\sqrt2\,k_BT\ln2}{a}.
\end{equation}
The lowering is 0.169 eV/nm, or 20\% of the zero-temperature value. Paths that turn back are left out. They need at least two more dangling ends, which brings a Boltzmann factor $e^{-\varepsilon/(k_BT)}\approx0.0009$.

The free energies are 0.589 and 0.680 eV/nm, and their ratio is 1.153 instead of 1.414. Including the paths that turn back lowers the second value by about 0.0002 eV/nm, to 0.679 eV/nm, and leaves the ratio at 1.153. The diagonal edge gains more because it can rearrange at no cost in energy, while the straight edge must first pay for its kinks. 
This can reverse the order of the two islands in part (e). Write $c=|\cos\theta|$ and $s=|\sin\theta|$. A long edge that never turns back has $Lc/a$ steps along $y$ and $Ls/a$ along $x$, in any order. Stirling's formula for the number of orderings gives
\begin{equation}
f(\theta)\approx\gamma_0(c+s)-\frac{k_BT}{a}\bigl[(c+s)\ln(c+s)-c\ln c-s\ln s\bigr].
\end{equation}
At $\theta=0$ this returns $\gamma_0$, because the thermal kinks counted in $f(0)$ shift the edge both ways and so turn back. The square is therefore evaluated with $f(0)$ below. The integral of the square bracket over a full turn is 4.43. For $R=10$ nm the round island then has the edge free energy $48.0-0.0431\times(10/0.25)\times4.43\approx40.4$ eV. The square has $4\times17.72\times0.5894\approx41.8$ eV. This estimate favours the round island by about 1.4 eV, but it uses free energies of long edges. The effect of finite length can be gauged by counting exactly all shapes of 5024 atoms whose four corners are staircases, each within its quarter of a given box. The $80\times80$ box, which holds the disc, gives 40.9 eV, about 0.6 eV above the long-edge value. The $71\times71$ box gives 42.0 eV, which thermal kinks may lower by roughly 0.75 eV more. The round island thus stays ahead at $R=10$ nm, but by a smaller margin. Its correction stays between 0.5 and 0.6 eV for $R$ from 5 to 30 nm, while the long-edge margin grows in proportion to $R$, so for larger islands the round shape is the cheaper of the two at 500 K. Neither shape is the best one: the same count is lowest, 40.3 eV, for a box near $75\times75$, a square with rounded corners. The 5.5 eV of part (e) applies to zero temperature only.

\textbf{The cusp.} To tilt the edge, give the shifts an extra weight $e^{\eta k}$ and define $G(\eta)=\ln\sum_kx^{|k|}e^{\eta k}$. The mean shift is $p=G'(\eta)$, and the free energy per row at this tilt is
\begin{equation}
\phi(p)=\frac{\varepsilon}{2}-k_BT\,(G-\eta p),\qquad
\frac{d\phi}{dp}=k_BT\,\eta .
\end{equation}
In the derivative, the terms with $d\eta/dp$ cancel because $G'=p$. Since $G$ is smooth and even, $p=0$ at $\eta=0$. The second derivative $G''$ is the variance of the shift and so is positive, which means that $p$ grows steadily with $\eta$. Hence $\eta$ goes to zero with $p$, and so does the slope $d\phi/dp$. At a tilt $\theta$ the mean shift has size $|p|=|\tan\theta|$, and each row takes up a length $a/\cos\theta$ of the edge. The free energy per length is therefore $\phi\cos\theta/a$. Its slope at $\theta=0$ vanishes too, because the cosine is flat there. In this model the cusp is therefore rounded at any $T>0$ and is sharp at $T=0$.

\section*{(h) How far can the numbers be trusted?}

Set the model beside a real metal island.

\subsection*{Solution}

The square array suits the (001) face of face-centred cubic metals, and the spacing fits nickel and copper. The bond energy is less certain. Sharing the cohesive energy of copper, about 3.5 eV per atom, among six bonds per atom gives 0.58 eV, nearly twice the value used here. With 0.58 eV the zero-temperature advantage of the square island would be 10.6 eV, more than the 7.6 eV that the round island gains from disorder at 500 K, and the square would be the cheaper of the two at that temperature as well. In this model the order at 500 K changes near $\varepsilon\approx0.41$ eV. The cohesive estimate lies on the high side for an edge: kink energies reported for steps on Cu(001), about 0.13 eV, correspond to $\varepsilon\approx0.26$ eV, where the round island is the cheaper of the two. For an anneal at 500 K the zero-temperature law is good to about 2\% along the lattice axes but too high by a quarter at $45^\circ$ ($0.849$ against $0.680$ eV/nm), within the nearest-neighbour model. Diagonal bonds of the assumed strength shift the values by 10 to 20\%. Real metals also break the assumption of equal, independent bonds: an atom that loses neighbours binds the remaining ones differently, and edge atoms relax. Neither effect, nor elastic strain from the substrate, is computed here. Finally, the result describes an edge one layer high. A thicker island has side faces, whose energies per area need a count of bonds in three dimensions.

\section*{Values computed for the example and the checks}
\begin{verbatim}
lattice spacing a = 0.25 nm
bond energy eps = 0.30 eV
energy per dangling end eps/2 = 0.150 eV
gamma_0 = 0.600 eV/nm = 96.1 pJ/m
segment length for direct count = 50.0 nm
error bound eps/L on that segment = 0.0060 eV/nm
theta 0 deg: cut horizontal 200, vertical 0; counted 0.6000, formula 0.6000 eV/nm
theta 15 deg: cut horizontal 193, vertical 52; counted 0.7350, formula 0.7348 eV/nm
theta 30 deg: cut horizontal 173, vertical 100; counted 0.8190, formula 0.8196 eV/nm
theta 45 deg: cut horizontal 141, vertical 142; counted 0.8490, formula 0.8485 eV/nm
largest miscount in 40 random cuts = 0.90 bonds
cusp test: one kink per 20 atoms, tilt = 2.862 deg
counted slopes / gamma_0 = 0.975 and -0.975 per rad
clusters of 1 to 9 atoms examined = 13702
island diameter = 20.0 nm
round island: atoms = 5024, dangling ends = 320
round island edge energy: counted 48.00 eV, formula 48.00 eV
equal-area square side = 17.72 nm
equal-area square edge energy = 42.54 eV
counted square of 71 x 71 atoms = 42.60 eV
energy released, round to square = 5.46 eV
ratio round/square = 1.1284
diagonal bond energy (illustrative) = 0.030 eV
diagonal-bond addition at 0 deg = 0.1200 eV/nm (20.0 percent)
diagonal-bond addition at 45 deg = 0.0849 eV/nm (10.0 percent)
ratio gamma(45)/gamma(0) with diagonal bonds = 1.296
temperature = 500 K, kT = 0.04309 eV
kink factor x = exp(-eps/2kT) = 0.0308
backtracking factor exp(-eps/kT) = 0.000947
chance of a height step between columns = 0.0597
mean spacing of height steps = 4.19 nm
thermal lowering at 0 deg = 0.0106 eV/nm (1.8 percent)
thermal lowering at 45 deg = 0.1689 eV/nm (19.9 percent)
free energy per length at 0 deg = 0.5894 eV/nm
free energy per length at 45 deg = 0.6796 eV/nm
ratio 45 deg / 0 deg: zero temperature 1.414, at 500 K 1.153
\end{verbatim}
